# When a degenerate band extremum has no effective mass tensor

**Q.** At a band extremum the gradient of \(E(\mathbf k)\) vanishes, so the next Taylor term is quadratic. Its coefficients are the inverse effective mass tensor. Surely every extremum therefore has such a tensor?

**A.** Your argument assumes that the second-order Taylor expansion exists. Let us see when band theory supplies it. I use Hartree atomic units, measure \(\mathbf k\) from the extremum, and call its energy \(E_0\). The tensor is meant to satisfy

\[
E(\mathbf k)=E_0+\tfrac12\sum_{ij}k_i\,(m^{-1})_{ij}\,k_j+o(k^2),\qquad (m^{-1})_{ij}=\frac{\partial^2E}{\partial k_i\partial k_j}.
\]

For one electron with \(H=p^2/2+V\) and \(V\) periodic, write the Bloch state as \(e^{i\mathbf k\cdot\mathbf r}u\). Moving the exponential through \(\mathbf p\) replaces \(\mathbf p\) by \(\mathbf p+\mathbf k\), so \(u\) is an eigenfunction of

\[
H(\mathbf k)=H+\mathbf k\cdot\mathbf p+\tfrac12k^2 .
\]

If the level \(E_0\) is non-degenerate, second-order perturbation theory gives

\[
E=E_0+\mathbf k\cdot\mathbf p_{00}+\tfrac12k^2+\sum_{n\ne0}\frac{|\mathbf k\cdot\mathbf p_{0n}|^2}{E_0-E_n}+\dots
\]

The linear term vanishes at an extremum, and the rest is a quadratic form in the components of \(\mathbf k\). Here your belief is right.

**Q.** What changes if two bands meet at the extremum? I would expect two quadratic forms, hence two tensors.

**A.** Perturbation theory now gives a matrix of quadratic forms, and its eigenvalues need not be quadratic forms. Let \(i,j\) label the degenerate states and \(n\) the remote ones. Assume that \(\mathbf p\) has no matrix elements within the degenerate set. Inversion symmetry ensures this when all its states have the same parity, because \(\mathbf p\) is odd. Without that condition there may be terms linear in \(k\), a different problem.

Expand \(u\) with amplitudes \(a_i\) and \(b_n\). The remote rows of the eigenvalue equation give, to leading order,

\[
(E_n-E_0)b_n+\sum_j\mathbf k\cdot\mathbf p_{nj}\,a_j=0
\quad\Rightarrow\quad
b_n=\sum_j\frac{\mathbf k\cdot\mathbf p_{nj}}{E_0-E_n}\,a_j .
\]

The degenerate rows read \((E-E_0)a_i=\tfrac12k^2a_i+\sum_n\mathbf k\cdot\mathbf p_{in}b_n\). Inserting \(b_n\) gives \((E-E_0)a_i=\sum_jD_{ij}a_j\), with

\[
D_{ij}(\mathbf k)=\tfrac12k^2\delta_{ij}+\sum_n\frac{(\mathbf k\cdot\mathbf p_{in})(\mathbf k\cdot\mathbf p_{nj})}{E_0-E_n}.
\]

Since \(D(t\mathbf k)=t^2D(\mathbf k)\), each eigenvalue scales as \(k^2\) along a fixed direction. Thus

\[
E(\mathbf k)=E_0+k^2g(\text{direction})+o(k^2).
\]

Nothing so far makes \(k^2g\) a quadratic form.

**Q.** Show me a case where it is not one.

**A.** Take a square lattice and a doublet at \(\mathbf k=0\), ignoring spin. Choose real functions: \(x\)-like, odd in \(x\) and even in \(y\), and \(y\)-like, with the roles exchanged. Reflection in \(x\) makes \(D_{xx}\) and \(D_{yy}\) even in \(k_x\) and \(D_{xy}\) odd in \(k_x\); the same holds for \(y\). Exchanging the axes relates \(D_{xx}\) to \(D_{yy}\). Hence

\[
D=\begin{pmatrix}Lk_x^2+Mk_y^2&Nk_xk_y\\Nk_xk_y&Mk_x^2+Lk_y^2\end{pmatrix}.
\]

Define \(S=(L+M)/2\), \(P=(L-M)/2\), \(Q=N/2\). Half the sum of the diagonal elements is \(Sk^2\), and half their difference is \(P(k_x^2-k_y^2)\). The eigenvalues are therefore

\[
Sk^2\pm\sqrt{P^2(k_x^2-k_y^2)^2+4Q^2k_x^2k_y^2}.
\]

With \(k_x=k\cos\theta\) and \(k_y=k\sin\theta\), we have \(k_x^2-k_y^2=k^2\cos2\theta\) and \(2k_xk_y=k^2\sin2\theta\), so

\[
g_\pm(\theta)=S\pm R(\theta),\qquad R=\sqrt{P^2\cos^22\theta+Q^2\sin^22\theta}.
\]

If \(S<0\), then \(g_-\le S<0\) in every direction, and the lower band has a strict maximum.

**Q.** A square root can simplify. How do you know that this one does not conceal a quadratic form?

**A.** Suppose one branch is a quadratic form. Subtract \(Sk^2\) and call the remainder \(\alpha k_x^2+\beta k_y^2+\gamma k_xk_y\). Its square must equal the radicand. Comparing coefficients gives

\[
\alpha^2=\beta^2=P^2,\qquad \alpha\gamma=\beta\gamma=0,\qquad 2\alpha\beta+\gamma^2=4Q^2-2P^2 .
\]

If \(P\ne0\), then \(\gamma=0\) and \(\alpha\beta=\pm P^2\). The plus sign requires \(Q^2=P^2\), the minus sign \(Q=0\). If \(P=0\), then \(\alpha=\beta=0\) and \(\gamma^2=4Q^2\), which can be satisfied. The exceptions are these:

- \(P^2=Q^2\): \(R\) is constant, and the branches are the isotropic quadratic forms \((S\pm|P|)k^2\), each with an ordinary mass unless its coefficient vanishes.
- \(Q=0\): the branches \(Lk_x^2+Mk_y^2\) and \(Mk_x^2+Lk_y^2\) are decoupled and cross.
- \(P=0\): the branches \(Sk^2\pm2Qk_xk_y\) cross.

In the last two cases each smoothly labelled branch of \(D\) has a tensor. These crossings are those of \(D\): if \(Q\) vanishes by accident rather than because the potential is separable, higher-order terms can split the two levels on the diagonals by an amount of order \(k^4\). The eigenvalues of \(D\) sorted by energy have no tensor in these two cases, unless \(P=Q=0\), because they contain \(|k_x^2-k_y^2|\) or \(|k_xk_y|\). Degeneracy by itself therefore does not decide the question.

**Q.** And outside the exceptions, does the second derivative really fail to exist? Along each line through the origin I see a perfectly good parabola.

**A.** The parabola on each line is real, with directional mass \(1/(2g)\). Twice differentiable in several variables means more: one quadratic form must serve all directions. If \(E=E_0+\tfrac12\mathbf k^TA\mathbf k+o(k^2)\), put \(\mathbf k=t\mathbf n\) with \(\mathbf n\) a unit vector, divide \(E-E_0\) by \(t^2\), and let \(t\to0\). The result is \(g(\mathbf n)=\tfrac12\mathbf n^TA\mathbf n\). If \(k^2g\) is not a quadratic form, no such \(A\) exists.

**Q.** I would like numbers from an actual band structure, not from the matrix \(D\) alone.

**A.** Take lattice constant \(2\pi\) bohr and the potential

\[
V=-2v_1(\cos x+\cos y)-4v_2\cos x\cos y,
\]

with \(v_1=0.4\) and \(v_2=0.1\) hartree. Diagonalization in 121 plane waves puts the lowest level at \(-0.9958\) hartree, a doublet at \(-0.0744\) and the next level at \(0.4435\). The sums over remote states give, in hartree bohr²,

\[
L=-0.5088,\qquad M=0.0349,\qquad N=-0.0211 .
\]

Hence \(S=(-0.5088+0.0349)/2=-0.2370\), \(P=(-0.5088-0.0349)/2=-0.2719\) and \(Q=-0.0105\). For the lower band,

\[
g_-(0)=S-|P|=-0.5088,\qquad g_-(45^\circ)=S-|Q|=-0.2475 .
\]

The masses are \(1/(2g_-)=-0.983\,m_e\) along an axis and \(-2.020\,m_e\) along a diagonal, negative because this is a maximum. Diagonalizing \(H(\mathbf k)\) at small \(\mathbf k\), without using \(D\), gives the same \(g_\pm\) to the five decimals printed at each of the five angles examined.

The upper band is not an extremum here: \(g_+\) is \(+0.0349\) along the axes and \(-0.2265\) along the diagonals.

**Q.** Your \(N\) is small. Is this not almost the decoupled case?

**A.** It is. Near a diagonal, at angular distance \(\delta\), \(R\approx\sqrt{4P^2\delta^2+Q^2}\). The crease of the decoupled case is rounded over \(\delta\sim|Q|/(2|P|)\approx0.019\) rad, about \(1^\circ\). This is rounding in angle at fixed \(k\). It does not shrink or grow as \(k\to0\), so it does not restore a second derivative at the origin.

For \(v_2=0\) the potential is a sum of a function of \(x\) and one of \(y\). The branches are then sums of one-dimensional band energies, and \(N=0\). The program finds \(L=-1.159\) and \(M=0.050\) hartree bohr². Each smooth branch is then a saddle, while the sorted lower band still has a maximum. The tensors belong to the branches, and the maximum belongs to the sorted band.

**Q.** Could I fit a quadratic form close enough to \(\mathbf k=0\) and call that the mass tensor?

**A.** Moving closer does not improve the fit. On rings of radius 0.02 and 0.01 bohr⁻¹, each sampled at 48 equally spaced angles starting on an axis, the best quadratic form leaves a root-mean-square misfit, divided by \(k^2\), of 0.0836 and 0.0837 hartree bohr² for the degenerate band. The value shifts by one or two per cent with the choice of angles, because the crease is narrow; its failure to decrease does not depend on that choice. For the non-degenerate lowest band it falls from \(4.4\times10^{-6}\) to \(1.1\times10^{-6}\). That factor of four is what a quartic correction gives after division by \(k^2\).

**Q.** In practice I get the off-diagonal element from finite differences. What would I find?

**A.** That depends on the stencil. Write \(E(i,j)\) for the energy at \((ih,jh)\), and consider

\[
F=\frac{E(1,1)-E(1,0)-E(0,1)+E_0}{h^2},
\]
\[
C=\frac{E(1,1)-E(1,-1)-E(-1,1)+E(-1,-1)}{4h^2},
\]
\[
F'=-\frac{E(1,-1)-E(1,0)-E(0,-1)+E_0}{h^2}.
\]

For a genuine quadratic form \(\tfrac12A_{xx}k_x^2+\tfrac12A_{yy}k_y^2+A_{xy}k_xk_y\), the diagonal terms cancel and all three return \(A_{xy}\). For our lower band, the point \((h,h)\) has \(k^2=2h^2\) and \(\theta=45^\circ\), so

\[
F\to2(S-|Q|)-2(S-|P|)=2|P|-|N|=0.5437-0.0211=0.5226 .
\]

Reflection symmetry makes the four energies in \(C\) equal, so \(C=0\). It also gives \(E(1,-1)=E(1,1)\), so \(F'=-F\). The three limits are \(0.523\), \(0\) and \(-0.523\), in units of \(1/m_e\).

The full band structure gives \(F=0.5191\), \(0.5218\) and \(0.5224\) for \(h=0.04\), \(0.02\) and \(0.01\) bohr⁻¹. These approach the predicted 0.5226. At the same steps \(C\) is zero to five decimals and \(F'=-F\). Each of the three stencils converges well, but the three limits differ. A convergence check with a single stencil would not reveal the problem. For the lowest band all three extrapolate to zero, to within \(2\times10^{-9}\).

**Q.** Then I choose the central stencil. It respects the symmetry, and its zero agrees with \(\partial^2E/\partial k_x\partial k_y\) computed by differentiating twice.

**A.** In the crystal axes, yes. On the \(k_x\) axis \(\partial E/\partial k_y=0\) by reflection, so the iterated mixed derivative is zero. The other entries are \(2g_-(0)=-1.018/m_e\). You can write down the matrix \(\mathrm{diag}(-1.018,-1.018)\), but it predicts a curvature of \(-1.018\) along the diagonal, where the actual value is \(2g_-(45^\circ)=-0.495\). The entries exist, and yet they do not form a tensor that describes the band.

Now turn the axes by an angle \(\varphi\). At leading order \(E-E_0=k^2g(\theta)\), whose gradient has radial component \(2kg\) and tangential component \(kg'\). On the \(x'\) axis, at distance \(h\), the tangential direction is \(+y'\), so \(\partial E/\partial k_{y'}=hg'(\varphi)\). On the \(y'\) axis it is \(-x'\), so \(\partial E/\partial k_{x'}=-hg'(\varphi+90^\circ)=-hg'(\varphi)\), because \(g\) has period \(90^\circ\). Therefore

\[
\frac{\partial}{\partial k_{x'}}\frac{\partial E}{\partial k_{y'}}=g'(\varphi),\qquad
\frac{\partial}{\partial k_{y'}}\frac{\partial E}{\partial k_{x'}}=-g'(\varphi).
\]

**Q.** The order of differentiation matters? Mixed partial derivatives are supposed to commute.

**A.** They commute where the function is twice differentiable, which is what fails here. To find the size, differentiate \(R^2\). The derivative of \(\cos^22\theta\) is \(-2\sin4\theta\), and that of \(\sin^22\theta\) is \(+2\sin4\theta\). Hence \(2RR'=2(Q^2-P^2)\sin4\theta\), and since \(g_-'=-R'\),

\[
g_-'(\theta)=\frac{(P^2-Q^2)\sin4\theta}{R(\theta)} .
\]

At \(\varphi=22.5^\circ\) this is \(0.3836/m_e\). Band velocities computed from the eigenvectors of \(H(\mathbf k)\) give \(+0.3836\) and \(-0.3836\) for the two orders.

The central stencil offers no refuge either. Put its points at the corners \((\pm s\cos\alpha,\pm s\sin\alpha)\) of a rectangle in the turned axes. Opposite corners have equal energy, so the stencil gives

\[
\frac{2s^2g(\varphi+\alpha)-2s^2g(\varphi-\alpha)}{4s^2\cos\alpha\sin\alpha}
=\frac{g(\varphi+\alpha)-g(\varphi-\alpha)}{\sin2\alpha}.
\]

The size \(s\) has cancelled, but the shape has not. At \(\varphi=22.5^\circ\), \(\alpha=25^\circ\) gives \(0.320\), a square gives zero, and \(\alpha=65^\circ\) gives \(-0.320\). The limits \(\alpha\to0\) and \(\alpha\to90^\circ\) reproduce the two iterated derivatives.

**Q.** If there is no tensor, what mass do I use for the density of states?

**A.** Use the angular function itself. Near \(\mathbf k=0\), the lower-band states within a small energy \(\varepsilon\) of this maximum fill, to leading order, the region \(k^2|g_-|\le\varepsilon\), whose area is

\[
\mathcal A=\frac12\int_0^{2\pi}k^2(\theta)\,d\theta=\frac{\varepsilon}{2}\int_0^{2\pi}\frac{d\theta}{|g_-|}.
\]

An isotropic band with mass of magnitude \(m_d\) has \(\varepsilon=k^2/(2m_d)\) and \(\mathcal A=\pi k^2=2\pi m_d\varepsilon\). Equating the areas gives

\[
m_d=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{2|g_-(\theta)|}=1.277\,m_e .
\]

The area inside a contour of the full band at \(\varepsilon=10^{-5}\) hartree gives 1.278. The axial mass, 0.983, would underestimate this maximum's contribution to the density of states by 23 per cent. The formula needs \(g\) to keep one sign. For the upper band here, \(k^2=\varepsilon/|g_+|\) diverges where \(g_+=0\), and the contour leaves the region where the expansion holds.

**Q.** Would a perturbation that splits the doublet bring the tensor back?

**A.** Yes, over a limited range. Let it add \(\pm\Delta/2\), with \(\Delta>0\), to the \(x\)-like and \(y\)-like diagonal elements. Within this two-band model the lower band becomes

\[
E-E_0=Sk^2-\sqrt{\left[\tfrac\Delta2+P(k_x^2-k_y^2)\right]^2+4Q^2k_x^2k_y^2}.
\]

For \(|P|k^2,|Q|k^2\ll\Delta\), the \(Q\) term is of fourth order in \(k\), and the root is \(\Delta/2+P(k_x^2-k_y^2)\) to second order. Since \(S-P=M\) and \(S+P=L\),

\[
E-E_0\approx-\tfrac\Delta2+Mk_x^2+Lk_y^2 .
\]

This has a tensor. With our numbers \(M>0>L\), so \(\mathbf k=0\) has become a saddle. When \(|P|k^2\) is comparable with \(\Delta\), the approximation can fail, depending on direction. With our \(P<0\), the square bracket changes sign on the \(k_x\) axis at \(k_x^2=\Delta/(2|P|)\), and beyond that point the lower band follows the other branch. On the \(k_y\) axis the approximation stays exact within this model.

**Q.** Is this a peculiarity of two dimensions?

**A.** No. Consider the four-band Luttinger model, with spin-3/2 matrices \(J_i\) and hole energies counted upward from the band edge:

\[
H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_iJ_i^2k_i^2-\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i).
\]

In the basis \(m_J=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\), the standard matrix elements of \(J_i\) give

\[
H-\tfrac12\gamma_1k^2=\begin{pmatrix}a&b&c&0\\b^*&-a&0&c\\c^*&0&-a&-b\\0&c^*&-b^*&a\end{pmatrix},
\]

with \(a=\gamma_2[\tfrac12(k_x^2+k_y^2)-k_z^2]\), \(b=-\sqrt3\gamma_3k_z(k_x-ik_y)\) and \(c=-\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2)+i\sqrt3\gamma_3k_xk_y\). Multiplying the matrix by itself cancels every off-diagonal element and leaves \(a^2+|b|^2+|c|^2\) on the diagonal. With \(W=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2\), the \(\gamma_2^2\) terms add up to \(k^4-3W\) and the \(\gamma_3^2\) terms to \(3W\). As the trace is zero, each sign occurs twice:

\[
E=\tfrac12\gamma_1k^2\pm\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)W}.
\]

The radicand is \(\gamma_2^2\sum_ik_i^4+(3\gamma_3^2-\gamma_2^2)W\). Suppose it is the square of \(\sum_i\alpha_ik_i^2+\sum_{i<j}\beta_{ij}k_ik_j\). If \(\gamma_2\ne0\), then \(\alpha_i=\pm|\gamma_2|\), and the absence of \(k_i^3k_j\) forces \(\beta_{ij}=0\). All three products \(2\alpha_i\alpha_j\) must equal \(3\gamma_3^2-\gamma_2^2\). Among three signs two agree, so the common value is \(2\gamma_2^2\), and \(\gamma_3^2=\gamma_2^2\). If \(\gamma_2=0\), then \(\alpha_i=0\) and \(\beta_{ij}^2=3\gamma_3^2\). The absence of \(k_xk_y^2k_z\) requires \(\beta_{xy}\beta_{yz}=0\), so \(\gamma_3=0\). Within this model, masses in the tensor sense exist only for \(\gamma_3^2=\gamma_2^2\), and there they are isotropic.

For the round parameters \(\gamma_1=7\), \(\gamma_2=2\), \(\gamma_3=3\), the heavy-hole mass is 0.333, 0.698 and 1.000 \(m_e\) along 100, 110 and 111. The forward mixed difference is \(-1.568/m_e\), and the central one is zero.

**Q.** But with \(\gamma_3=\gamma_2\) the bands are still degenerate, even in pairs at every \(\mathbf k\).

**A.** And they still have masses. The pairs share one energy function for any \(\gamma_3\), so this degeneracy does not decide the matter. At \(\gamma_3=\gamma_2\) the radicand reduces to \(\gamma_2^2k^4\), and its square root is a quadratic form. What must be examined at an extremum is whether \(k^2g\), the leading term of the band, is a quadratic form. Unequal limits of \(F\), \(C\) and \(F'\) expose a failure. So do unequal curvatures along axes and diagonals when the extremum has full square or cubic symmetry, because a tensor would then have to be isotropic. Agreement in a few directions, or among the three stencils, does not prove that a tensor exists. In axes turned by \(\varphi=22.5^\circ\), our lower band has \(F\to2g_-(\varphi+45^\circ)-2g_-(\varphi)=0\), and \(C\) and \(F'\) also tend to zero. The numerical check following this exchange computes the main values quoted here.

## Computed results

```
v1, v2 = 0.4, 0.1 hartree; plane waves: 121
lowest five levels at k=0 (hartree): [-0.99583 -0.07444 -0.07444  0.44346  0.53245]
L, M, N = -0.50883, 0.03487, -0.02105 hartree bohr^2
S, P, Q = -0.23698, -0.27185, -0.01053 hartree bohr^2
largest change of E0, L, M, N with a larger basis: 9.2e-09
angle (deg): g lower full, formula; g upper full, formula
   0.0: -0.50883, -0.50883; 0.03487, 0.03487
  15.0: -0.47246, -0.47246; -0.00149, -0.00149
  22.5: -0.42935, -0.42935; -0.04461, -0.04461
  30.0: -0.37321, -0.37321; -0.10075, -0.10075
  45.0: -0.24750, -0.24750; -0.22645, -0.22645
lower-band mass along axis, diagonal: -0.9827, -2.0202 m_e
rms misfit of quadratic fit / k^2 (hartree bohr^2), k=0.02, 0.01:
  lowest band: 4.358e-06, 1.090e-06
  degenerate lower band: 0.08355, 0.08373
mixed differences (1/m_e): forward, central, other diagonal
  h=0.04 bohr^-1: 0.51912, 0.00000 (size), -0.51912
  h=0.02 bohr^-1: 0.52176, 0.00000 (size), -0.52176
  h=0.01 bohr^-1: 0.52242, 0.00000 (size), -0.52242
  predicted forward limit 2|P|-|N| = 0.52264
  lowest band, largest size of the three limits: 2.0e-09
turned axes, 22.5 deg: central stencil by rectangle angle (1/m_e)
   5 deg: full +0.3836, formula +0.3836
  25 deg: full +0.3197, formula +0.3197
  45 deg: full -0.0000, formula +0.0000
  65 deg: full -0.3197, formula -0.3197
  85 deg: full -0.3836, formula -0.3836
iterated d/dx'(dE/dy'), d/dy'(dE/dx'): +0.3836, -0.3836; g' = +0.3836 1/m_e
density-of-states mass: contour 1.2776, formula 1.2774 m_e
v2=0: L, M = -1.15892, 0.04971 hartree bohr^2; |N| = 3e-15
Luttinger gamma1, gamma2 = 7.0, 2.0; heavy-hole quadratic misfit:
  gamma3=+3: largest misfit 6.5e-01 hartree bohr^2
  gamma3=+2: largest misfit 2.7e-15 hartree bohr^2
  gamma3=-2: largest misfit 2.7e-15 hartree bohr^2
  gamma3=3 heavy mass along 100, 110, 111 (m_e): [0.3333 0.6982 1.    ]
  forward mixed difference -1.5678, central size 0.0000 1/m_e
```
